\section*{The SOAP kernel from rotational averaging to power spectra}

Take a bismuth atom in layered Bi$_2$Te$_3$, keep the distance to every neighbour, and turn each neighbour into a random direction. Overlap the smeared neighbour density of the original site with that of the scrambled one and average the overlap over all relative rotations. The result is $1.258802\times10^{-3}\ \mathrm{nm^3}$, the same to every digit as when the original site is compared with itself. If the overlap is squared before averaging, and the result is normalised so that identical sites give 1, the scrambled site gives 0.785. Squaring has let the angles in. The derivation below shows why, and turns the average over rotations into a finite sum that can be evaluated for each pair of sites in a large simulation cell.

An environment is the set of vectors $\mathbf r_i$ from a central atom to its neighbours, each carrying a species label $a$. The central atom itself is left out. Each species has a density
\begin{equation}
\rho_a(\mathbf r)=\sum_{i\in a} f_i\,e^{-|\mathbf r-\mathbf r_i|^2/2\sigma^2},\qquad f_i=f_c(r_i),
\end{equation}
where the weight $f_c$ equals 1 up to $r_c-w$, falls as $\tfrac12[1+\cos(\pi(r-r_c+w)/w)]$, and vanishes beyond $r_c$, so that an atom crossing the cutoff causes no jump. Primes mark the second environment. Its density rotated by $R$ is $\rho'_a(R^{-1}\mathbf r)$, and the overlap and kernel are
\begin{equation}
S(R)=\sum_a\int\rho_a(\mathbf r)\,\rho'_a(R^{-1}\mathbf r)\,d^3r,\qquad k=\int S(R)^2\,dR .
\end{equation}
The measure $dR$ is the invariant one, with $\int dR=1$; normalising it to $8\pi^2$ would multiply $k$ by that factor. The densities are dimensionless, so $S$ is a volume and $k$ a volume squared.

The overlap has a closed form. Since $|R^{-1}\mathbf r-\mathbf r'_j|=|\mathbf r-R\mathbf r'_j|$, the rotated density has its Gaussians at $\mathbf v=R\mathbf r'_j$. With $\mathbf u=\mathbf r_i$,
\begin{equation}
|\mathbf r-\mathbf u|^2+|\mathbf r-\mathbf v|^2=2\left|\mathbf r-\tfrac12(\mathbf u+\mathbf v)\right|^2+\tfrac12|\mathbf u-\mathbf v|^2 .
\end{equation}
Dividing by $2\sigma^2$ leaves a Gaussian $e^{-|\mathbf r-(\mathbf u+\mathbf v)/2|^2/\sigma^2}$, whose integral is $(\pi\sigma^2)^{3/2}$, times a constant. Hence
\begin{equation}
S(R)=(\pi\sigma^2)^{3/2}\sum_a\sum_{i,j\in a}f_if'_j\,e^{-|\mathbf r_i-R\mathbf r'_j|^2/4\sigma^2}. \label{closed}
\end{equation}
The overlap is large when a rotation brings many neighbours of like species within about $\sigma$ of each other.

Averaging $S$ itself is now easy. Write $|\mathbf r_i-R\mathbf r'_j|^2=r_i^2+r_j'^2-2r_ir'_j t$, where $t$ is the cosine of the angle between $\mathbf r_i$ and $R\mathbf r'_j$. Under the invariant measure the direction of $R\mathbf r'_j$ is uniform on the sphere, so $t$ is uniform on $[-1,1]$, and with $x_{ij}=r_ir'_j/2\sigma^2$ the average of $e^{x_{ij}t}$ is $\sinh x_{ij}/x_{ij}$. Therefore
\begin{equation}
\int S\,dR=(\pi\sigma^2)^{3/2}\sum_a\sum_{i,j\in a}f_if'_j\,e^{-(r_i^2+r_j'^2)/4\sigma^2}\,\frac{\sinh x_{ij}}{x_{ij}} .
\end{equation}
Only distances appear, which explains the coincidence at the start. In $S^2$ the terms are products of two exponentials governed by the same $R$. One rotation must bring two neighbours into place together, and whether it can do so depends on the angle between them.

To average the square, expand each density in $g_n(r)Y_{lm}(\hat{\mathbf r})$, with $\int_0^L g_ng_{n'}r^2dr=\delta_{nn'}$. A convenient choice is
\begin{equation}
g_n(r)=\sqrt{\frac{2n+1}{L}}\;\frac{P_n(2r/L-1)}{r},\qquad n=0,1,2,\dots
\end{equation}
The factor $1/r$ cancels the weight $r^2$, and $\int_0^LP_nP_{n'}dr=\tfrac L2\cdot\tfrac{2}{2n+1}\delta_{nn'}$ gives orthonormality. The length $L$ must exceed $r_c$ by several $\sigma$, so that the density outside is negligible.

The coefficients follow from the Legendre series of an exponential,
\begin{equation}
e^{xt}=\sum_l(2l+1)\,i_l(x)P_l(t),\qquad i_l(x)=\tfrac12\int_{-1}^1e^{xt}P_l(t)\,dt,
\end{equation}
where $i_l$ is the modified spherical Bessel function. The addition theorem $P_l(\hat{\mathbf u}\cdot\hat{\mathbf v})=\frac{4\pi}{2l+1}\sum_mY_{lm}(\hat{\mathbf u})Y^*_{lm}(\hat{\mathbf v})$ separates the directions. (The sum over $m$ is unchanged when both vectors are rotated together, so $\hat{\mathbf v}$ may be put on the $z$ axis, where only $m=0$ survives and the stated factor results.) With $x=rr_i/\sigma^2$ this gives
\begin{align}
c^a_{nlm}&=\int g_nY^*_{lm}\,\rho_a\,d^3r=4\pi\sum_{i\in a}f_i\,h_{nl}(r_i)\,Y^*_{lm}(\hat{\mathbf r}_i),\label{coef}\\
h_{nl}(r_i)&=\int_0^L r^2g_n(r)\,e^{-(r^2+r_i^2)/2\sigma^2}\,i_l\!\left(\frac{rr_i}{\sigma^2}\right)dr .
\end{align}

A rotation mixes the harmonics of one $l$ among themselves,
\begin{equation}
Y_{lm}(R^{-1}\hat{\mathbf r})=\sum_{m'}D^l_{m'm}(R)\,Y_{lm'}(\hat{\mathbf r}).
\end{equation}
The matrices $D^l$ are unitary, because rotation preserves integrals over the sphere, and they multiply as rotations do, $D^l(QR)=D^l(Q)D^l(R)$. Because $\rho_a$ is real, it may be written with conjugated coefficients and harmonics, $\rho_a=\sum c^{a*}_{nlm'}g_nY^*_{lm'}$. Inserting both expansions into $S$ and using orthonormality,
\begin{equation}
S(R)=\sum_{lm'm}D^l_{m'm}(R)\,I^l_{m'm},\qquad I^l_{m'm}=\sum_{an}c^{a*}_{nlm'}\,c'^{a}_{nlm}. \label{SD}
\end{equation}
The whole dependence on $R$ now sits in the $D$ matrices.

What remains is the average of a product of two matrix elements. For any constant matrix $X$ with $2l+1$ rows and $2\lambda+1$ columns, define
\begin{equation}
M=\int D^l(R)\,X\,D^\lambda(R)^\dagger\,dR .
\end{equation}
Replacing $R$ by $QR$ does not alter the integral, so $D^l(Q)M=MD^\lambda(Q)$ for every $Q$. For small rotations this reads $J^{(l)}_\alpha M=MJ^{(\lambda)}_\alpha$ for each Cartesian component $\alpha$ of the angular momentum matrices. Applying it twice and summing over $\alpha$ gives $l(l+1)M=\lambda(\lambda+1)M$, so $M=0$ unless $l=\lambda$. If $l=\lambda$, commuting with $J_z$, whose eigenvalues are distinct, makes $M$ diagonal, and commuting with $J_+$ makes neighbouring diagonal elements equal. Thus $M$ is a multiple of the unit matrix. Its trace equals that of $X$, since $D^l$ is unitary and $\int dR=1$, so $M=\mathbf 1\,\mathrm{tr}X/(2l+1)$. Choosing $X$ with a single unit element in row $m$, column $\mu$ yields
\begin{equation}
\int D^l_{m'm}\,D^{\lambda*}_{\mu'\mu}\,dR=\frac{\delta_{l\lambda}\,\delta_{m'\mu'}\,\delta_{m\mu}}{2l+1}. \label{orth}
\end{equation}

Since $S$ is real, $S^2=SS^*$. Equations (\ref{SD}) and (\ref{orth}) give
\begin{align}
k&=\sum_l\frac1{2l+1}\sum_{m'm}\left|I^l_{m'm}\right|^2 \label{ksum}\\
&=\sum_l\frac1{2l+1}\sum_{an,bn'}\Big(\sum_{m'}c^{a*}_{nlm'}c^{b}_{n'lm'}\Big)\Big(\sum_mc'^{a}_{nlm}c'^{b*}_{n'lm}\Big).\nonumber
\end{align}
In the second line the four coefficients have been regrouped: the first bracket holds those of one environment, the second those of the other. Define the power spectrum
\begin{equation}
p^{ab}_{nn'l}=\frac{1}{\sqrt{2l+1}}\sum_mc^{a*}_{nlm}\,c^{b}_{n'lm}. \label{power}
\end{equation}
The second bracket is then $\sqrt{2l+1}\,p'^{ab*}_{nn'l}$. A real density has $c_{nl,-m}=(-1)^mc^*_{nlm}$, so relabelling $m\to-m$ turns the sum in (\ref{power}) into its own conjugate, and $p$ is real. The two square roots cancel the factor $1/(2l+1)$, and
\begin{equation}
\boxed{\,k=\sum_{ab}\sum_{nn'l}p^{ab}_{nn'l}\;p'^{ab}_{nn'l}\,} \label{main}
\end{equation}
The average over rotations has become a scalar product of two vectors, each computed once per environment. The terms with $a\neq b$ belong to it, because $S$ is summed over species before it is squared. With a complete basis (\ref{main}) is an identity. With a truncated one it is the kernel of the projected densities, since each step holds for them as well, provided that all $m$ of each retained $l$ are kept.

The content of $p$ becomes visible when (\ref{coef}) is inserted. The prefactors give $16\pi^2$, the addition theorem gives $(2l+1)P_l/4\pi$, and division by $\sqrt{2l+1}$ leaves
\begin{equation}
p^{ab}_{nn'l}=4\pi\sqrt{2l+1}\sum_{i\in a}\sum_{j\in b}f_if_j\,h_{nl}(r_i)\,h_{n'l}(r_j)\,P_l(\cos\theta_{ij}),
\end{equation}
where $\theta_{ij}$ is the angle between neighbours $i$ and $j$ seen from the centre. The power spectrum thus describes triangles formed by the centre and two neighbours.

This also marks a limit of the kernel. Inversion multiplies $c_{nlm}$ by $(-1)^l$, which cancels in (\ref{power}); any reflection is an inversion followed by a rotation, and unitarity of $D^l$ makes $p$ invariant under rotations. Mirror images therefore have equal power spectra, and equal spectra do not prove that two sites can be rotated into each other. A cluster with three neighbours on perpendicular axes, at 0.22, 0.32 and 0.42 nm, is chiral. Integrated directly over rotations, the mean of $S^2$ between the cluster and its mirror image equals that of the cluster with itself (ratio 1.000000), while for $S^3$ the ratio is 0.949. The third power can see handedness, at the price of a longer descriptor. Reflection is not the only blind spot, because $p$ records the triangles but not how they fit together. Four like neighbours at one distance in a plane through the centre, at angles $0^\circ,30^\circ,120^\circ,180^\circ$ or at $0^\circ,30^\circ,90^\circ,210^\circ$, have the same six pair angles and hence the same power spectrum, although no rotation or reflection carries one arrangement into the other.

For comparing sites one uses
\begin{equation}
K=\frac{k(A,B)}{\sqrt{k(A,A)\,k(B,B)}},\qquad 0\le K\le1 .
\end{equation}
The lower bound holds because $k$ averages the square of a real quantity, the upper one is the Cauchy--Schwarz inequality for the vectors $p$. Two limits show the role of $\sigma$. Let each environment hold one neighbour of the same species, at $r$ and $r'$. Squaring (\ref{closed}) doubles the exponent, so
\begin{equation}
k=(\pi\sigma^2)^3f^2f'^2\,e^{-(r^2+r'^2)/2\sigma^2}\,\frac{\sinh(rr'/\sigma^2)}{rr'/\sigma^2}.
\end{equation}
For $\sigma\ll r,r'$ the hyperbolic sine is half an exponential, and $k\propto e^{-(r-r')^2/2\sigma^2}\,\sigma^2/2rr'$. The last factor measures the share of rotations that bring the atoms together. It cancels on normalisation, as do the weights, leaving $K=e^{-(r-r')^2/2\sigma^2}$: distances are resolved to about $\sigma$. In the opposite limit, $\sigma$ much larger than all distances, the exponentials in (\ref{closed}) tend to 1 and $S$ no longer depends on $R$. With $F_a=\sum_{i\in a}f_i$,
\begin{equation}
K\to\frac{\left(\sum_aF_aF'_a\right)^2}{\sum_aF_a^2\,\sum_aF_a'^2},
\end{equation}
which compares only the composition, each atom being counted with its cutoff weight.

For the worked example the Bi site is built from rough lattice parameters, $a=0.44$ nm and $c=3.0$ nm, with internal parameters 0.40 for Bi and 0.21 for Te. Six Te atoms surround it, three at 0.306 nm and three at 0.323 nm; six Bi atoms follow at 0.440 nm and three at 0.474 nm. With $\sigma=0.05$ nm, $r_c=0.55$ nm and $w=0.10$ nm, the three outer Bi atoms carry a weight of 0.87 and further Te atoms enter with weights of 0.51 and less. The second site is a disordered model in which every atom, the centre included, has been given a random Gaussian displacement of standard deviation 0.04 nm along each axis.

With $L=0.90$ nm, 34 radial functions and $l\le30$, equation (\ref{main}) gives $k=2.5854\times10^{-6}$, $1.8681\times10^{-6}$ and $1.9047\times10^{-6}\ \mathrm{nm^6}$ for crystal--crystal, crystal--disorder and disorder--disorder. Direct integration of the squared closed overlap (\ref{closed}) over a grid of rotations reproduces all three to a relative difference of at most $1.5\times10^{-7}$. Hence
\begin{equation}
K=\frac{1.8681}{\sqrt{2.5854\times1.9047}}=0.842,\qquad K^4=0.502 .
\end{equation}
The value 0.842 has to be read against the 0.785 of the site with scrambled directions: in this example even the loss of all angular order leaves $K$ far from zero. Both values belong to single random draws. The scrambled value is no floor: scrambling keeps every distance, whereas displacements change the distances too. The displaced value scatters by about 0.1 from draw to draw and often falls below the scrambled one, so the order found here should not be taken as typical. Raising $K$ to a power stretches the scale, and the scrambled site then has $0.785^4\approx0.38$. Of the crystal--disorder kernel, 38\% comes from Te--Te terms, 23\% from Bi--Bi and 39\% from the mixed terms, which a sum of separate kernels, one for each species, would leave out. These shares refer to $k$. The mixed terms also enter the normalisation, so the shares do not tell how much $K$ would change without them.

For the three smallest bases tried, truncation lowers the crystal--disorder $k$ and raises $K$. Twelve radial functions with $l\le8$ recover 94.6\% of $k$ but give $K=0.872$; sixteen with $l\le12$ recover 99.8\% and give 0.851. Eight with $l\le4$ give 0.927. Radial and angular limits were changed together here, so their effects are not separated. With 24 functions and $l\le20$, $k$ exceeds its converged value by a relative $4\times10^{-5}$. This must come from the radial truncation, because by (\ref{ksum}) each further $l$ adds a term that cannot be negative, whereas further radial functions can lower $|I^l_{m'm}|$.

The lattice parameters are those of real Bi$_2$Te$_3$ to about two figures, but the atoms of a real crystal are not at rest. Treating the atoms as independent oscillators at a rough 2 THz gives displacements per axis of 0.011 nm for Te and 0.009 nm for Bi at 300 K. Over 24 snapshots the mean $K$ to the static crystal is then 0.993, with a spread of 0.006; at 600 K it is 0.984, with a spread of 0.018. At this assumed frequency thermal motion costs the crystal about 0.01 to 0.02, against the 0.16 lost by the single disordered site drawn here; with so few snapshots the third decimal of the means is uncertain. The loss grows roughly as the mean-square displacement, that is as the inverse square of the frequency, so 1.5 THz would about double it. Real neighbours move partly together, which this estimate ignores. Extending the cutoff to 0.60 nm, with $w$, $\sigma$ and the displacements held fixed, moves the crystal--disorder value from 0.842 to 0.863, so its second decimal already depends on a choice of descriptor. The larger reservation is structural: a glass made by quenching a melt can have different coordination numbers and bonds, which random displacements of a crystal do not represent, and the value of $K$ for such a glass has not been computed here. The remaining figures are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice a, c (rough): 0.44, 3.0 nm
internal parameters Bi, Te (rough): 0.40, 0.21
Gaussian width sigma: 0.05 nm
cutoff, transition width: 0.55, 0.10 nm
radial range, functions, l_max: 0.90 nm, 34, 30
shell Te: 3 at 0.306 nm, weight 1.000
shell Te: 3 at 0.323 nm, weight 1.000
shell Te: 3 at 0.499 nm, weight 0.509
shell Te: 3 at 0.536 nm, weight 0.049
shell Te: 3 at 0.546 nm, weight 0.004
shell Bi: 6 at 0.440 nm, weight 1.000
shell Bi: 3 at 0.474 nm, weight 0.866
disorder displacement per axis: 0.04 nm
disordered site, Te and Bi in cutoff: 11, 9
S at test rotation, grid:   8.593847e-04 nm^3
S at test rotation, closed: 8.593847e-04 nm^3
k crystal-crystal: rotations 2.585407e-06, spectra 2.585406e-06 nm^6
k crystal-disorder: rotations 1.868063e-06, spectra 1.868063e-06 nm^6
k disorder-disorder: rotations 1.904733e-06, spectra 1.904733e-06 nm^6
largest relative difference: 1.5e-07
normalised K crystal-disorder: 0.8418
K^4 crystal-disorder: 0.5022
share of k: Te-Te 0.379, Bi-Bi 0.227, Te-Bi plus Bi-Te 0.394
basis n=8, l_max=4: K = 0.92662, k/k_full = 0.68146
basis n=12, l_max=8: K = 0.87243, k/k_full = 0.94598
basis n=16, l_max=12: K = 0.85058, k/k_full = 0.99751
basis n=24, l_max=20: K = 0.84196, k/k_full = 1.00004
basis n=34, l_max=30: K = 0.84180, k/k_full = 1.00000
mean S crystal-crystal: 1.258802e-03 nm^3
mean S crystal-scrambled angles: 1.258802e-03 nm^3
K crystal-scrambled angles: 0.7852
chiral cluster distances: 0.22, 0.32, 0.42 nm
mirror/same, mean S^2: 1.000000
mirror/same, mean S^3: 0.9487
K with cutoff 0.60 nm: 0.8626
oscillator frequency (rough): 2.0 THz, snapshots: 24
masses Te, Bi (rounded): 128, 209 u
300 K: rms per axis Te 0.0112, Bi 0.0087 nm; K to static crystal 0.9925, spread 0.0058
600 K: rms per axis Te 0.0157, Bi 0.0123 nm; K to static crystal 0.9836, spread 0.0183
\end{verbatim}
